Kirchhoff's transform and the true temperature under a steady laser beam

**1. A slab that can be solved by hand**

A slab occupies 0 < z < d. Its front face absorbs a constant power per area q, and its back face is held at T0. Let its conductivity fall with absolute temperature as k(T) = k0 T0/T, so that k0 is the conductivity at T0. In the steady state the same flux crosses every plane:

−k(T) dT/dz = q.

Inserting k and dividing by k0 gives

T0 (1/T) dT/dz = −q/k0.

The left side is the derivative of T0 ln(T/T0). Integrating from z to the back face, where this logarithm vanishes, gives

T0 ln(T/T0) = q(d − z)/k0.

The right side is the temperature rise that a slab of constant conductivity k0 would have. Call it u. The true temperature is then

T = T0 exp(u/T0).

The quantity u is linear in position and in power, but T is neither. Doubling q doubles u and therefore squares T/T0. All the nonlinearity sits in the last step, which converts u to T at each point separately. The same separation works in three dimensions.

**2. The transform in general**

Assume a homogeneous, isotropic solid at rest, whose conductivity k(T) > 0 depends on temperature alone. Define

u(T) = (1/k0) ∫ k(T′) dT′, from T0 to T, with k0 = k(T0).

Thus u has the unit of temperature and vanishes at T0. Since du/dT = k(T)/k0, the chain rule gives

∇u = (k/k0) ∇T, or k0∇u = k∇T.

The heat flux −k∇T is therefore −k0∇u. Without heat sources inside the solid, the steady energy balance ∇·(k∇T) = 0 becomes

∇²u = 0,

which is Laplace's equation. If heat is released inside the solid at a rate Q per volume, the balance ∇·(k∇T) = −Q becomes Poisson's equation, k0∇²u = −Q.

The boundary conditions must be converted too. Let z point into the solid from a surface at z = 0. A prescribed absorbed flux q and a sink at T0 become

−k0 ∂u/∂z = q and u = 0.

Both are linear, so u is found as if the conductivity were constant.

Because du/dT > 0, each attainable u belongs to one temperature. For a half-space with given flux and u → 0 far away, u itself is also unique. The difference v of two solutions is harmonic and has ∂v/∂z = 0 at the surface. Reflected evenly in the surface, it is harmonic in all space and tends to zero at infinity. The maximum principle then makes it zero.

**3. What the transform does not linearize**

Suppose that a surface loses heat by convection with coefficient h. The loss h(T − T0) contains T, so in terms of u it becomes h[T(u) − T0], which is nonlinear unless k is constant. Radiation and a temperature-dependent reflectivity generally make the boundary condition nonlinear too, even when k is constant.

At an interface between two materials in perfect thermal contact, T is continuous. Their transforms integrate different functions k(T)/k0, so u generally jumps there, by an amount that depends on the unknown temperature.

With time dependence and heat capacity C per volume, C ∂T/∂t = k0∇²u. Since ∂T/∂t = (k0/k) ∂u/∂t,

[1/D(T)] ∂u/∂t = ∇²u, with D(T) = k(T)/C.

This is linear if D is constant, which constant C alone does not ensure. The results below are for a stationary beam and a steady state.

**4. Gaussian beam on a half-space**

Let the surface absorb a total power P with the profile

q(r) = (2P/πw²) exp(−2r²/w²).

Here w is the radius at which the intensity has fallen to 1/e² of its central value. The light is taken to be absorbed at the surface, and surface losses are neglected.

The function J0(λr) exp(−λz) is harmonic: the radial part of the Laplacian gives −λ² times the function, and the second z-derivative gives +λ². Write

u(r,z) = ∫ A(λ) J0(λr) exp(−λz) dλ, from 0 to ∞.

The flux condition at z = 0 is k0 ∫ λ A(λ) J0(λr) dλ = q(r). Inverting this Hankel transform gives

k0 A(λ) = ∫ q(r) J0(λr) r dr, from 0 to ∞.

To evaluate it, set b = 2/w² and expand J0(λr) = Σ (−1)^m (λr/2)^(2m)/(m!)². Each term needs

∫ r^(2m+1) exp(−br²) dr = m!/(2b^(m+1)).

The sum is (1/2b) exp(−λ²/4b), with 1/2b = w²/4 and λ²/4b = λ²w²/8. Multiplying by 2P/πw² gives k0 A = (P/2π) exp(−λ²w²/8), so

u(r,z) = (P/2πk0) ∫ J0(λr) exp(−λz − λ²w²/8) dλ.

*Centre.* At r = z = 0 the integral is a half Gaussian, equal to √(2π)/w. Hence

u_c = P/(√(2π) k0 w).

At fixed power, u_c varies as 1/w, because heat spreads into the solid in three dimensions.

*Surface.* Use J0(λr) = (1/π) ∫ cos(λr cos φ) dφ, from 0 to π. For each φ, the integral over λ is a Gaussian cosine transform:

∫ cos(λs) exp(−λ²w²/8) dλ = (√(2π)/w) exp(−2s²/w²), with s = r cos φ.

Put x = r²/w² and 2cos²φ = 1 + cos 2φ. The average over φ of exp(−x − x cos 2φ) is exp(−x) I0(x), where I0 is the modified Bessel function. Therefore

u(r,0) = u_c exp(−r²/w²) I0(r²/w²).

*Axis.* At r = 0, set a = w/√8 and complete the square:

a²λ² + λz = (aλ + z/2a)² − z²/4a².

With t = aλ + z/2a, the integral becomes (1/a) exp(z²/4a²) ∫ exp(−t²) dt, from z/2a to ∞. Since 2a = w/√2,

u(0,z) = u_c exp(y²) erfc(y), with y = √2 z/w.

For z ≫ w, exp(y²) erfc(y) → 1/(√π y), so u → P/(2πk0 z). This is the field of a point source on an insulated surface: the flux P/(2πz²) through a hemisphere of area 2πz² carries the power P.

**5. Inversion for three conductivity laws**

For k = k0 T0/T the inversion is that of the slab:

T = T0 exp(u/T0).

For k = k0 (T0/T)^n with n ≠ 1, the defining integral is

u = T0 [(T/T0)^(1−n) − 1]/(1 − n).

Solving for T gives

T = T0 [1 + (1 − n)u/T0]^(1/(1−n)),

which tends to the exponential as n → 1. If n > 1, u approaches T0/(n − 1) as T → ∞. A power that requires a larger u has no steady solution under this law: the conductivity falls too fast for any finite temperature to carry the heat away. A solid that melts does so first, since its melting point corresponds to a u below this limit.

For a conductivity that rises as k = k0[1 + (T − T0)/Θ], the transform is quadratic in the rise X = T − T0:

u = X + X²/(2Θ).

The positive root is

X = Θ[√(1 + 2u/Θ) − 1].

Here X is smaller than u, because the hot region conducts better than the cold one.

In every case dT/du = k0/k(T). When k falls with temperature this slope grows with u, so T − T0 is a convex function of u that starts from zero. At u_c/2 the true rise is therefore less than half its peak value. The half-rise point of T needs a larger u, and so lies closer to the axis, since u falls with r along the surface. The hot spot in T is narrower than that in u.

**6. Germanium under a green beam**

Take an incident power of 5.6 W at a wavelength of 532 nm and a reflectivity of 0.5, so that P = 2.80 W. Let w = 50 µm, T0 = 300 K, k0 = 60 W/(m K) and k = k0 T0/T. These are rough, typical material values, and the 1/T law is only an approximation for germanium; part 9 shows how strongly the peak depends on it. The transformed rise at the centre is

u_c = 2.80/(2.507 × 60 × 50×10⁻⁶) K = 372.3 K.

One inversion gives the peak temperature:

T = 300 exp(372.3/300) K = 300 exp(1.241) K ≈ 1038 K (765 °C).

With the conductivity fixed at k0, the peak would be 300 + 372 = 672 K. The true rise in this model is 738 K, about twice the constant-conductivity rise, because k has dropped to 17.3 W/(m K) at the centre.

Away from the centre the correction shrinks:

- On the surface at r = w, u = 173 K and T = 535 K.
- On the surface at r = 2w, u = 77 K and T = 388 K.
- On the axis at z = w, u = 125 K and T = 455 K.

Solving numerically for the half-rise radii on the surface gives 46.8 µm for u and 35.3 µm for T. A thermally activated process whose activation energy is many times the thermal energy is confined to a still smaller spot, because its rate rises steeply with T.

The absorbed power that brings the centre to a melting temperature Tm follows from u_c = T0 ln(Tm/T0):

P = √(2π) k0 w T0 ln(Tm/T0).

With Tm ≈ 1210 K this is 3.15 W. Constant conductivity would give √(2π) k0 w (Tm − T0) = 6.84 W, more than twice as much.

For contrast, keep u_c and use the rising law with Θ = 600 K, which does not describe germanium. The peak is then 300 + 600[√(1 + 744.7/600) − 1] ≈ 598 K, below the constant-conductivity value.

**7. A wafer on a cold support**

Let the back face at depth d be held at T0, with d ≫ w and a wafer wide compared with d. The front is insulated outside the beam. Both conditions are met by adding images at z = 2md, for m = ±1, ±2, …, with sign (−1)^m relative to the source at m = 0. Images m and −m have equal signs, so no flux crosses z = 0. Images m and 1 − m are equally far from the plane z = d and have opposite signs, so u = 0 there.

Seen from the centre, each image is a point source at distance 2|m|d. Their sum is

Δu = 2 Σ (−1)^m P/(2πk0 · 2md), over m = 1, 2, …

Since Σ (−1)^m/m = −ln 2,

Δu = −P ln 2/(2πk0 d).

For d = 500 µm this is −10.3 K. The inversion turns it into a peak of 1003 K, which is 35 K lower than for the half-space. The shift is larger in T than in u because dT/du = T/T0 is about 3.5 at the peak.

**8. Other neglected effects**

*Photocarriers.* A photon of 2.33 eV creates an electron–hole pair that keeps roughly the gap energy until it recombines. With the room-temperature gap of 0.66 eV this is a share f = 0.283 of the absorbed energy. The gap is smaller in the hot spot, so the shift found below is only a rough estimate. Let the pairs diffuse with a uniform length L, and neglect surface recombination. For a mode J0(λr), their density decays as exp(−κz), with κ² = λ² + 1/L². Per unit of energy supplied at the surface, recombination releases exp(−κz)/(κL²) per unit depth.

Heat released at depth s raises the surface value of u by exp(−λs) times as much as heat released at the surface. To see this, take u = B cosh(λz) above the source plane and B cosh(λs) exp[−λ(z − s)] below it. The flux jump for unit source strength is k0λB[sinh(λs) + cosh(λs)] = 1, so B = exp(−λs)/(k0λ). Integrating over depth gives the factor

F = 1/[κL²(κ + λ)] = (κ² − λ²)/[κ(κ + λ)] = 1 − λ/κ.

Hence λ/κ = λL/√(1 + λ²L²) is the fraction lost, and

Δu = −f (P/2πk0) ∫ exp(−λ²w²/8) λL/√(1 + λ²L²) dλ.

For an assumed L = 5 µm, numerical integration and inversion give a peak shift of −55 K. With the gap near the peak temperature, about 0.34 eV, the shift would be about −28 K. It also depends strongly on L, which varies with the carrier density: with the room-temperature gap it is −12 K for L = 1 µm and −155 K for L = 20 µm. Surface recombination would reduce its size.

*Optical depth.* If the light decays as exp(−z/δ), the same depth factor gives each mode the weight 1/(1 + λδ). For δ = 20 nm the peak shifts by about −0.8 K.

*Surface loss.* A ring of width dr that loses q_loss per area acts as a sink of power 2πr q_loss dr at distance r. It lowers the central u by q_loss dr/k0. Take black-body radiation plus convection with h = 10 W/(m² K), evaluated on the unperturbed surface profile out to 10 mm. Numerical integration then gives a peak shift of about −0.1 K.

*Finite dwell.* For a rough estimate, treat D as constant at its cold value D0. Heat deposited a time t′ earlier has spread to a central value of

du = (2P dt′/C) / [√(4πD0t′) π(w²/2 + 4D0t′)].

The substitution t′ = s² and integration up to the dwell time t give

u = u_c (2/π) arctan[√(8D0t)/w].

With C = 1.7 MJ/(m³ K), D0 = k0/C = 0.353 cm²/s. After 100 ms the half-space peak is about 8 K below its steady value. The cold D0 is used because the heat still missing at late times belongs mainly to the distant, cool region.

**9. How far to trust the peak temperature**

The peak is sensitive to the conductivity law. With k0, P and w held fixed, n = 0.9 gives a peak of 967 K and n = 1.1 gives 1129 K, against 1038 K for n = 1. For n = 1.1 the steady limit is u = 3000 K, or P = 22.6 W, far above the power that melts the surface. Handbook conductivities of germanium lie about 10 % below the 1/T law between 600 and 800 K and above it near melting. Integrating them gives a peak of about 1120 K and a melting power of about 3.0 W, so for germanium the 1/T law underestimates this peak by roughly 80 K.

The peak is also sensitive to the absorbed power. From T = T0 exp(u/T0), a small relative change ε in P changes the peak by T(u_c/T0)ε. A rise of 1 % adds about 13 K, so a reflectivity known to a few per cent leaves an uncertainty of tens of kelvin.

The example corresponds to a continuous green laser resting on a germanium wafer. Of the geometric and optical assumptions examined above, the half-space and the instant release of heat at the surface matter most: replacing them by the wafer with a cold back face and by carrier diffusion with the assumed L shifts the peak by about −35 K and −55 K. The second figure, and with it this ranking, rests on the assumed L and gap; for L = 1 µm it is comparable to the effect of the finite dwell. The two shifts were computed one at a time. They add almost exactly in u but not in T: together they give about −88 K rather than −90 K. An imperfect contact between wafer and support would raise the back-face temperature and work against the first. The shift changes sign once the contact conductance per area falls below about 0.4 k0/d, here 4.6×10⁴ W/(m² K). At 10⁴ W/(m² K) the centre is about 32 K hotter than in the half-space, and at 10³ W/(m² K) about 90 K hotter, so the −35 K holds only for a very good contact. For short pulses the steady equation does not apply, and the transient equation of part 3 must be solved with D(T). Above melting, latent heat and the different properties of the liquid also enter.

Within its conditions the transform adds no approximation of its own. The accuracy of the temperature is set by k(T), the absorbed power, the place where the heat is released and the boundary conditions, and where k falls with temperature the inversion magnifies errors in u by k0/k(T).
